# Floor-averaged ion flux in a trench with specular, partly absorbing walls, part 1

(Sections cited here and not found follow in the second part.)

## First half: from no reflection to any number

### What goes wrong without the count

Take a trench 100 nm wide and 4000 nm deep, and let ions arrive 2.5° off the vertical. On the way down each ion moves sideways by about 175 nm. That is more than the width, so no ion reaches the floor without touching a wall, and a line-of-sight estimate gives zero flux there. Yet if each wall collision passes on 80% of the ions as a specular beam, the floor receives 68% of the flux that falls on a flat surface.

A second shortcut takes the mean number of collisions, $s$, and raises the retained fraction $R$ to that power. Here this gives 0.677 instead of 0.681, which is close. For $R=0.3$, however, the correct flux can exceed $R^s$ by a factor of 1.19. For black walls, $R=0$, the shortcut gives zero at any tilt, however slight, although most of a slightly tilted beam then reaches the floor directly.

The first estimate drops every reflected ion. The second ignores that, at one angle of incidence, different ions can make different numbers of collisions. The distribution of collision numbers repairs both, and these notes find it, starting with walls that reflect nothing.

### Setting and conventions

The trench has width $w$, depth $h$ and aspect ratio $A=h/w$. Its walls are the vertical planes $x=0$ and $x=w$. The $z$ axis points down from the opening at $z=0$ to the floor at $z=h$. The trench runs along $y$ and is long enough for its ends not to matter.

The ions form a parallel beam at polar angle $\theta$ from the vertical, with $0\le\theta<90^\circ$. At first the beam lies in the $xz$ plane and moves towards $+x$. If $J$ is the number of ions per unit time through unit area perpendicular to the beam, a horizontal surface receives

$$\Gamma_0=J\cos\theta .$$

The cosine appears because a beam of unit cross-section spreads over a horizontal area $1/\cos\theta$. All flux ratios below are relative to $\Gamma_0$, so this cosine must not be inserted a second time.

The beam enters uniformly across the opening. Inside there are no gas collisions and no fields. A wall collision is specular, and a fraction $R$ of the ions that strike continues as an energetic beam, with $0\le R\le1$. The rest no longer counts. The floor absorbs everything that reaches it.

The word "ion" needs care. An ion that grazes a wall usually picks up an electron and leaves as a fast neutral atom. Such a particle can still drive etching at the floor, so it is counted here, and $R$ is the fraction that remains energetic and specularly reflected. If the quantity wanted is electric current, $R$ must be replaced by the much smaller fraction that also keeps its charge.

### Simplest case: black walls

Let $R=0$. An ion enters at $x_0$ and descends at speed $v\cos\theta$, so it needs the time $h/(v\cos\theta)$ to reach the floor. Its sideways speed is $v\sin\theta$. The sideways path is therefore

$$v\sin\theta\,\frac{h}{v\cos\theta}=h\tan\theta .$$

Measured in trench widths, this is

$$s=\frac{h\tan\theta}{w}=A\tan\theta .$$

Let $u=x_0/w$, which is uniformly distributed between 0 and 1. The ion misses the far wall if $u+s<1$, that is, if $u<1-s$. When $s<1$ this holds for a fraction $1-s$ of the ions. When $s\ge1$ it holds for none. Hence

$$\frac{\Gamma_{\rm floor}}{\Gamma_0}=\max(0,\,1-s)\qquad(R=0).$$

The floor and the opening have the same area, so the fraction of entering ions that arrives is also the ratio of the average fluxes. This equality fails for sloping walls, which are treated in the second half.

**Limit.** A vertical beam has $s=0$ and gives the ratio 1. As $s$ grows, the ratio falls linearly, and it vanishes when the sideways path equals the width.

### First generalization: one reflection

Keep $s<1$ but let the walls reflect. Ions with $u>1-s$, a fraction $s$ of the total, now strike the far wall. At that moment they have used up $1-u$ of their sideways path, and what remains is

$$s-(1-u)=u+s-1 .$$

Since $u<1$, this remainder is less than $s$, and so less than 1. The reflected ion cannot cross the whole width before it lands, so it makes no second collision. A fraction $1-s$ arrives with weight 1, and a fraction $s$ arrives with weight $R$:

$$\frac{\Gamma_{\rm floor}}{\Gamma_0}=(1-s)+sR=1-(1-R)s\qquad(0\le s\le1).$$

**Limit.** For $R=0$ the black-wall result returns. For $R=1$ the ratio is 1 at every tilt in this range, as conservation of particles demands. At $s=1$ it is $R$, because every ion has then been reflected once.

### Second generalization: unfolding the path

For $s>1$ the zigzag could be followed wall by wall, but it is simpler to straighten it. A specular collision with a plane of unit normal $\mathbf n$ changes the velocity according to

$$\mathbf v'=\mathbf v-2(\mathbf v\cdot\mathbf n)\mathbf n .$$

For both vertical walls $\mathbf n$ lies along $\pm x$. The sign of $\mathbf n$ cancels, because it occurs twice, and the rule becomes

$$v_x'=-v_x,\qquad v_y'=v_y,\qquad v_z'=v_z .$$

The descent is therefore unaffected by collisions. The time to the floor is still $h/v_z$, and the total sideways path, added up without regard to direction, is still $sw$.

Now imagine that the ion passes through the wall into a mirror image of the trench, and then into an image of that image. Its straight path has the coordinate

$$X(t)=x_0+|v_x|t .$$

Number the cells $m=0,1,2,\dots$, with cell $m$ between $X=mw$ and $X=(m+1)w$. The position in the real trench is recovered by folding:

$$x=\begin{cases}X-mw, & m\ \text{even},\\ (m+1)w-X, & m\ \text{odd}.\end{cases}$$

To see that this is the real motion, look at its properties. It starts at $x_0$ with the correct velocity. Within a cell it is straight, and its speed along $x$ is $|v_x|$. At the boundary between an even cell and the next odd one, both formulas give $x=w$. At the boundary between an odd cell and the next even one, both give $x=0$. The folded path is thus continuous, and its velocity along $x$ changes sign at the real walls and nowhere else. These are the rules of free flight and specular reflection, and together with the starting point they fix the path.

Each boundary crossed is one wall collision. At the floor $X/w=u+s$, so the number of collisions is

$$N=\lfloor u+s\rfloor ,$$

where $\lfloor\cdot\rfloor$ denotes the largest integer not above the argument. Ions that land in a corner form a set of zero width and do not affect the average.

**Limit.** For $s<1$ the sum $u+s$ lies below 2, so $N$ is 0 or 1. It equals 1 when $u\ge1-s$, as found before.

### Counting the ions

Separate $s$ into its integer part and remainder:

$$n=\lfloor s\rfloor,\qquad f=s-n,\qquad 0\le f<1 .$$

Then $u+s=n+(u+f)$, and $u+f$ lies between 0 and 2. It follows that

$$N=\begin{cases}n, & u<1-f,\\ n+1, & u\ge1-f.\end{cases}$$

Because $u$ is uniform, a fraction $1-f$ of the entering beam is assigned $n$ collisions and a fraction $f$ is assigned $n+1$. No other number occurs. The mean is

$$\langle N\rangle=(1-f)n+f(n+1)=n+f=s .$$

So $s$ has two meanings: it is the sideways path in trench widths and also the mean number of collisions. The mean refers to paths continued to the floor. Absorption enters separately, through the weight $R^N$ of each path.

A strip $dx_0$ of the opening admits $\Gamma_0\,dx_0$ ions per unit time and unit trench length, and of these $R^N\Gamma_0\,dx_0$ reach the floor. Adding the strips and dividing by the floor width gives

$$\frac{\Gamma_{\rm floor}}{\Gamma_0}=\frac1w\int_0^w R^{N}\,dx_0=\int_0^1R^{\lfloor u+s\rfloor}du .$$

The integrand has two constant pieces, so

$$\frac{\Gamma_{\rm floor}}{\Gamma_0}=(1-f)R^n+fR^{n+1}.$$

Taking out $R^n$ leaves $1-f+fR$, and therefore

$$\boxed{\;T(s,R)\equiv\frac{\Gamma_{\rm floor}}{\Gamma_0}=R^n\,[\,1-(1-R)f\,]\;}$$

For $R=0$ and $n=0$ the factor $R^0$ means 1, since an ion without collisions is not attenuated.

**Limits.** For $n=0$ the one-reflection formula returns. For $R=1$ the bracket and the prefactor are both 1, so no flux is lost. At an integer $s=n$ all ions make the same number of collisions and $T=R^n$. As $f$ approaches 1 from below, $T$ approaches $R^nR=R^{n+1}$, which is the value at the start of the next interval. The flux is thus continuous in the angle, although the collision numbers are integers.

Between integers the slope is

$$\frac{\partial T}{\partial s}=-(1-R)R^n .$$

A small increase $ds$ moves a fraction $ds$ of the ions from $n$ to $n+1$ collisions. They carried the weight $R^n$, and the extra collision removes a fraction $1-R$ of it. For $0<R<1$ the slope changes at each positive integer, where a new order of reflection begins.

### A second route through the wall losses

The same result must follow from what the walls remove. Let $P_k$ be the fraction of paths with at least $k$ collisions. From the distribution above, $P_k=1$ for $1\le k\le n$, $P_{n+1}=f$, and $P_k=0$ beyond that. Before its $k$th collision a path has the weight $R^{k-1}$, and the collision removes $(1-R)R^{k-1}$. The floor receives what is left:

$$T=1-(1-R)\sum_{k=1}^{n}R^{k-1}-(1-R)R^nf .$$

The geometric sum, multiplied by $1-R$, is $1-R^n$. Hence

$$T=1-(1-R^n)-(1-R)R^nf=R^n[1-(1-R)f],$$

in agreement with the direct count.

### Third generalization: a beam out of the plane

Let the horizontal part of the velocity make an azimuth $\varphi$ with the $x$ axis:

$$\mathbf v=v(\sin\theta\cos\varphi,\ \sin\theta\sin\varphi,\ \cos\theta).$$

Motion along $y$ meets no wall. The sideways path that counts is $|v_x|h/v_z$, and after division by $w$ this gives

$$s=A\tan\theta\,|\cos\varphi| .$$

The absolute value covers beams that move towards $-x$. For them $u$ is measured from the wall at $x=w$, and the rest of the argument is unchanged.

The angle $g$ between the path and the wall surface follows from the normal component of the velocity:

$$\sin g=\frac{|v_x|}{v}=\sin\theta\,|\cos\varphi| .$$

Reflection leaves $|v_x|$ and $v$ unchanged, so $g$ is the same at every collision. A constant $R$ is therefore consistent even when retention depends on the grazing angle, provided that energy loss does not alter it. A beam with another $\theta$ or $\varphi$ may need another $R$.

**Limit.** For $\varphi=90^\circ$ the beam runs parallel to the walls. Then $s=0$ and $T=1$ at any polar angle, as long as the trench is much longer than $h\tan\theta$.

### Numbers for one tilted beam

Return to $w=100$ nm, $h=4000$ nm, $\theta=2.5^\circ$, $\varphi=0$ and $R=0.80$. The aspect ratio is 40, and

$$s=40\tan2.5^\circ=1.7464,\qquad n=1,\qquad f=0.7464 .$$

About 25% of the paths have one collision and 75% have two. The flux ratio is

$$T=0.80\,(1-0.20\times0.7464)=0.6806 .$$

A current density of 1.0 mA/cm² on a flat surface, carried by singly charged ions, corresponds to $\Gamma_0=6.242\times10^{15}$ cm⁻² s⁻¹. The floor average is then $0.6806\,\Gamma_0=4.25\times10^{15}$ cm⁻² s⁻¹.

The formula was tested against traced paths, with each wall intersection located and each velocity reflected as a vector, without unfolding. For this beam, 4000 paths also gave 0.6806. Eight beams, this one among them, had polar angles from 0.3° to 60°, aspect ratios from 1.5 to 50 and several azimuths. With 1000 paths each and $R=0$, 0.3, 0.8 and 1, their flux ratios agreed with $T$ to within 0.0015.

## Second half: comparison, profile and limits of the model

### What is carried over

A trench of width $w$, depth $h$ and aspect ratio $A=h/w$ receives a parallel beam at polar angle $\theta$ and azimuth $\varphi$. The flux on a flat horizontal surface is $\Gamma_0$, and each specular wall collision retains a fraction $R$. The sideways path in trench widths, equal to the mean number of collisions, is

$$s=A\tan\theta|\cos\varphi|=n+f,\qquad n=\lfloor s\rfloor .$$

An ion that enters at relative position $u$, measured along its sideways motion, lands in the unfolded picture at $u+s$. A fraction $1-f$ of the paths has $n$ collisions and a fraction $f$ has $n+1$, so the floor-averaged flux is

$$\frac{\Gamma_{\rm floor}}{\Gamma_0}=T(s,R)=R^n[1-(1-R)f].$$

The example has $w=100$ nm, $h=4000$ nm, $\theta=2.5^\circ$, $\varphi=0$ and $R=0.80$, which give $s=1.7464$ and $T=0.6806$.

### How far is the exponential from the result?

Write $R^s=e^{-\lambda s}$ with $\lambda=-\ln R$ and $0<R<1$. Its second derivative with respect to $s$ is $\lambda^2R^s>0$, so the curve is convex. The function $T$ is a straight line between neighbouring integers and equals $R^s$ at both ends. It is thus the chord of a convex curve, and

$$T(s,R)\ge R^s .$$

In terms of ions, $T$ averages $R^N$, whereas the shortcut puts the average of $N$ into the exponent. Ions with fewer collisions contribute more than their share, and the shortcut misses this.

The ratio of the two expressions depends on $f$ but not on $n$:

$$\rho(f)=\frac{T}{R^s}=[1-(1-R)f]\,R^{-f}.$$

To find its maximum, take the logarithm and differentiate:

$$\ln\rho=\ln[1-(1-R)f]+\lambda f,$$

$$\frac{d\ln\rho}{df}=-\frac{1-R}{1-(1-R)f}+\lambda=0 .$$

The second equation gives $1-(1-R)f_*=(1-R)/\lambda$, and hence

$$f_*=\frac1{1-R}-\frac1\lambda,\qquad \rho_{\max}=\frac{1-R}{\lambda}\,R^{-f_*}.$$

The second derivative, $-(1-R)^2/[1-(1-R)f]^2$, is negative, so this is a maximum. It lies between 0 and 1 because $\ln\rho$ vanishes at both ends.

For $R=0.8$ the largest ratio is 1.006, at $f=0.52$. For $R=0.3$ it is 1.194, at $f=0.60$. In the example $R^s=0.6773$, which is 0.5% below $T$.

Counting wall collisions has given the floor-averaged flux $T(s,R)$ and the largest factor by which it exceeds the exponential $R^s$. What remains is to examine the limits of that comparison, the sensitivity to $R$, the flux profile across the floor, beams from several directions, and the effects the model leaves out.

Numerical values quoted here were computed with a short program.
